# Snapshot averages of a split doublet: bias of the upper level

Take a 64-atom cell of germanium at 300 K, let its shape fluctuate thermally, and keep only the strains that stretch it along the cube axes without changing its volume. In a model with rough typical parameters, the highest valence level at the zone centre, averaged over frozen snapshots, lies 23.7 meV above its unstrained position. Yet every strain component averages to zero, the coupling is linear in strain, and the mean of the split levels does not move in any snapshot. With 512 atoms at the same temperature the rise is only 8.4 meV. The theorem below explains both numbers.

## Setting and theorem

Let a twofold degenerate level be the zero of energy. Two real displacements \(Q_1,Q_2\) split it through

\[
H(Q)=g\,(Q_1\sigma_z+Q_2\sigma_x),\qquad g>0,
\]

where \(\sigma_x,\sigma_z\) are Pauli matrices. The assumptions are:

1. The doublet is isolated: coupling to other levels is neglected.
2. The coupling is linear in \(Q\).
3. \(Q_1\) and \(Q_2\) are independent Gaussian variables with zero mean and the same standard deviation \(s\). Here \(s\) belongs to one component, not to the length \(|Q|=\sqrt{Q_1^2+Q_2^2}\).
4. The displacements are frozen while the levels are calculated.

In each snapshot the eigenvalues are sorted, \(E_+\ge E_-\). Angle brackets denote the average over snapshots.

**Theorem.** Under these assumptions

\[
\langle E_\pm\rangle=\pm\,g s\sqrt{\frac{\pi}{2}},\qquad \frac{E_++E_-}{2}=0\ \text{ in every snapshot.}
\]

The standard deviation of either level is \(gs\sqrt{2-\pi/2}\).

The word "shift" therefore needs care. The quantity \(gs\sqrt{\pi/2}\) is half the mean splitting. It is not a displacement of the doublet.

**Lemma 1 (levels).** \(E_\pm=\pm g|Q|\).

*Proof.* Since \(\sigma_z^2=\sigma_x^2=1\) and \(\sigma_z\sigma_x+\sigma_x\sigma_z=0\), the cross terms in the square cancel:

\[
H^2=g^2\left[Q_1^2+Q_2^2+Q_1Q_2(\sigma_z\sigma_x+\sigma_x\sigma_z)\right]=g^2|Q|^2 .
\]

Each eigenvalue is thus \(+g|Q|\) or \(-g|Q|\). The trace of \(H\) vanishes, so one of each sign occurs. ∎

**Lemma 2 (length of the displacement).** With \(r=|Q|\), \(\langle r\rangle=s\sqrt{\pi/2}\) and \(\langle r^2\rangle=2s^2\).

*Proof.* The joint density is \(e^{-(Q_1^2+Q_2^2)/2s^2}/(2\pi s^2)\). In polar coordinates the area element is \(r\,dr\,d\varphi\), and the angular integral gives \(2\pi\). Hence

\[
p(r)=\frac{r}{s^2}\,e^{-r^2/2s^2},\qquad r\ge0 .
\]

Because \(p(r)=-\frac{d}{dr}e^{-r^2/2s^2}\), integration by parts gives

\[
\langle r\rangle=\left[-r e^{-r^2/2s^2}\right]_0^\infty+\int_0^\infty e^{-r^2/2s^2}dr
=0+s\sqrt{\frac{\pi}{2}} .
\]

The second moment is the sum of two equal variances, \(s^2+s^2\). ∎

*Proof of the theorem.* Lemma 1 gives \(\langle E_\pm\rangle=\pm g\langle r\rangle\) and a vanishing mean of the two levels. Lemma 2 supplies \(\langle r\rangle\). The variance is \(g^2(\langle r^2\rangle-\langle r\rangle^2)=g^2s^2(2-\pi/2)\). ∎

**Remark 1 (where the average comes from).** The averaged matrix is \(\langle H\rangle=0\), while the average of its upper eigenvalue is positive. There is no contradiction, because taking the larger eigenvalue is a nonlinear operation. The one-component case shows it most simply. If \(Q_2=0\), the state with \(\sigma_z=+1\) has energy \(gQ_1\), whose average is zero. Sorting replaces it by \(g|Q_1|\): whenever \(Q_1\) changes sign, the name "upper level" passes to the other state.

**Remark 2 (density of levels).** The upper level contributes \(p(r)\) at \(E=gr\), the lower one its mirror image. With total weight one,

\[
\rho(E)=\frac{|E|}{2g^2s^2}\,e^{-E^2/2g^2s^2}.
\]

For \(E>0\) the derivative is proportional to \(1-E^2/(gs)^2\), so the peaks lie at \(\pm gs\). The density vanishes at \(E=0\), since both displacements must vanish together for the levels to meet. The frozen ensemble thus shows a symmetric splitting about an unmoved centre.

**Remark 3 (temperature).** For a classical harmonic displacement \(s^2\) is proportional to \(T\), so the average upper level grows as \(\sqrt T\). As a function of \(s^2\) it is \(g\sqrt{\pi/2}\,\sqrt{s^2}\), whose slope at \(s^2=0\) is infinite. A power series in the variance therefore cannot reproduce it.

## Two changes of the distribution

**Proposition 1 (unequal deviations).** If the deviations are \(s_1\ge s_2\), with \(s_1>0\), then

\[
\langle E_+\rangle=g s_1\sqrt{\frac{2}{\pi}}\;\mathcal E(m),\qquad m=1-\frac{s_2^2}{s_1^2},\qquad
\mathcal E(m)=\int_0^{\pi/2}\!\sqrt{1-m\sin^2\varphi}\,d\varphi .
\]

*Proof.* Write \(Q_1=s_1R\cos\varphi\) and \(Q_2=s_2R\sin\varphi\). The scaled components are independent Gaussians of unit deviation, so \(\varphi\) is uniform and independent of \(R\), and \(\langle R\rangle=\sqrt{\pi/2}\) by Lemma 2. Replacing \(\cos^2\varphi\) by \(1-\sin^2\varphi\),

\[
|Q|=R\sqrt{s_1^2\cos^2\varphi+s_2^2\sin^2\varphi}=s_1R\sqrt{1-m\sin^2\varphi}.
\]

The four quadrants contribute equally, so the root averages to \(4\mathcal E(m)/2\pi=2\mathcal E(m)/\pi\). The prefactor is \(\sqrt{\pi/2}\cdot 2/\pi=\sqrt{2/\pi}\). ∎

Equal deviations give \(\mathcal E(0)=\pi/2\) and return the theorem. A single component gives \(\mathcal E(1)=1\) and \(\langle E_+\rangle=gs_1\sqrt{2/\pi}\).

**Proposition 2 (static splitting).** Let the equal-deviation Gaussian be centred at distance \(Q_0\gg s\) from the degeneracy. Then

\[
\langle E_+\rangle-gQ_0=\frac{g s^2}{2Q_0}\left[1+\frac{s^2}{4Q_0^2}+\dots\right].
\]

*Proof.* Let \(x\) be the fluctuation along the offset and \(y\) the one across it. For a smooth function \(f\), averaging its Taylor series over an isotropic Gaussian gives

\[
\langle f\rangle=f+\frac{s^2}{2}\nabla^2f+\frac{s^4}{8}\nabla^2\nabla^2f+\dots,
\]

with the right side taken at the centre. The factor \(1/8\) follows from the fourth-order Taylor term: \(\langle x^4\rangle/4!=3s^4/24=s^4/8\), and likewise for \(y\), while the mixed term has \(\langle x^2y^2\rangle/(2!\,2!)=s^4/4\), which is \(2\cdot s^4/8\). In two dimensions \(\nabla^2r^n=n^2r^{n-2}\) away from the origin. Hence \(\nabla^2r=1/r\) and \(\nabla^2\nabla^2r=1/r^3\). Setting \(r=Q_0\) and multiplying by \(g\) gives the series. It is asymptotic: the cone at the origin, where \(r\) is not smooth, lies in the far tail of the Gaussian when \(Q_0\gg s\). ∎

The leading term comes from the fluctuation across the offset, since \(\sqrt{Q_0^2+y^2}\approx Q_0+y^2/2Q_0\). With \(Q_0\) fixed and classical motion it is linear in \(T\). A static splitting thus restores the expansion in \(s^2\) that fails at the degeneracy.

## The valence top under tetragonal strain

The valence top of germanium at the zone centre is a quartet with angular momentum \(J=3/2\). Let \(e_{xx},e_{yy},e_{zz}\) be the strains along the cube axes, positive for stretching, and let energies be electron energies. With deformation potential \(b\), the Pikus–Bir matrix for these strains is

\[
H=-b\sum_{i}\left(J_i^2-\tfrac13J^2\right)e_{ii},\qquad J^2=\tfrac{15}{4}.
\]

A uniform dilation drops out because the three brackets sum to zero. Its separate linear effect moves all four levels together and averages to zero, so it is omitted. Define

\[
u_1=\frac{2e_{zz}-e_{xx}-e_{yy}}{\sqrt6},\qquad u_2=\frac{e_{xx}-e_{yy}}{\sqrt2}.
\]

**Lemma 3 (two doublets).** The quartet splits into two identical blocks of the theorem's form, with \(Q_i=u_i\) and \(g=\sqrt{3/2}\,|b|\).

*Proof.* Remove the dilation, leaving strains \(e'_{ii}\) with \(e'_{xx}+e'_{yy}=-e'_{zz}\). Then

\[
J_x^2e'_{xx}+J_y^2e'_{yy}=-\tfrac12(J_x^2+J_y^2)e'_{zz}+\tfrac12(J_x^2-J_y^2)(e_{xx}-e_{yy}).
\]

Inserting \(J_x^2+J_y^2=15/4-J_z^2\) and adding \(J_z^2e'_{zz}\),

\[
H=-b\left[\tfrac32\left(J_z^2-\tfrac54\right)e'_{zz}+\tfrac12(J_x^2-J_y^2)(e_{xx}-e_{yy})\right].
\]

The bracket \(J_z^2-5/4\) is \(+1\) for \(J_z=\pm3/2\) and \(-1\) for \(J_z=\pm1/2\). Its prefactor contains \(e'_{zz}=(2e_{zz}-e_{xx}-e_{yy})/3=\sqrt6\,u_1/3\), so \(\frac32e'_{zz}=\sqrt{3/2}\,u_1\).

For the other term, \(J_x^2-J_y^2=\frac12(J_+^2+J_-^2)\) changes \(J_z\) by two. It joins \(3/2\) to \(-1/2\), and \(1/2\) to \(-3/2\). In both cases the element of \(J_+^2\) is \(2\sqrt3\), so \(\frac12(J_x^2-J_y^2)\) has element \(\sqrt3/2\). Multiplication by \(e_{xx}-e_{yy}=\sqrt2\,u_2\) gives \(\sqrt{3/2}\,u_2\).

In the ordered pairs \((3/2,-1/2)\) and \((-3/2,1/2)\), both blocks are \(-b\sqrt{3/2}\,(u_1\sigma_z+u_2\sigma_x)\). For germanium \(b<0\), which gives the stated \(g\). ∎

**Lemma 4 (thermal strain).** For a cell of volume \(V\) with freely fluctuating shape, classical harmonic elasticity gives independent \(u_1,u_2\) with

\[
s^2=\frac{k_BT}{V(C_{11}-C_{12})}.
\]

*Proof.* The elastic energy of the diagonal strains is

\[
\begin{aligned}
W&=V\left[\tfrac12C_{11}\sum_ie_{ii}^2+C_{12}(e_{xx}e_{yy}+e_{yy}e_{zz}+e_{zz}e_{xx})\right]\\
&=\frac V2\left[(C_{11}-C_{12})\sum_ie_{ii}^2+C_{12}\Big(\sum_ie_{ii}\Big)^2\right].
\end{aligned}
\]

With \(u_0=(e_{xx}+e_{yy}+e_{zz})/\sqrt3\), the variables \(u_0,u_1,u_2\) are an orthonormal rotation of the three strains. Hence \(\sum e_{ii}^2=u_0^2+u_1^2+u_2^2\), and \(u_1,u_2\) enter \(W\) as \(\frac V2(C_{11}-C_{12})(u_1^2+u_2^2)\), with no cross terms. Equipartition assigns \(k_BT/2\) to each square. ∎

**Corollary.** The average valence top in this model is

\[
\langle E_+\rangle=\sqrt{\frac{3\pi}{4}}\;|b|\,\sqrt{\frac{k_BT}{V(C_{11}-C_{12})}} .
\]

It falls as \(V^{-1/2}\) at fixed temperature. It is a property of the finite cell, and vanishes for a large crystal.

## Numbers for germanium

The model inputs, chosen near typical values and not meant as precise measured data, are \(b=-2.6\) eV, \(C_{11}=129\) GPa, \(C_{12}=48\) GPa and a lattice constant of 0.566 nm. The cell contains eight cubic units, so \(V=1.451\) nm³. Since 1 GPa nm³ is 6.24 eV, the elastic energy scale is \(81\times1.451\times6.24\approx733\) eV. With \(k_BT=0.02585\) eV,

\[
s=\sqrt{\frac{0.02585}{733}}\approx0.00594,\qquad
g=\sqrt{1.5}\times2.6=3.184\ \text{eV}.
\]

Thus \(gs=18.9\) meV, and multiplication by \(\sqrt{\pi/2}=1.2533\) gives 23.7 meV. Diagonalizing the quartet over a grid of strains gives \(+23.70\) and \(-23.70\) meV for the highest and lowest levels. An independent average over 40000 random snapshots gives \(23.70\pm0.06\) meV for the highest.

The level scatters by 12.4 meV between snapshots. One hundred independent snapshots therefore have a standard error of 1.2 meV, about one twentieth of the average. More snapshots reduce this error but leave the 23.7 meV in place. Doubling the temperature multiplies the average by \(\sqrt2\), to 33.5 meV. Taking eight times as many atoms at 300 K divides it by \(\sqrt8\), to 8.4 meV.

If \(s_2\) is reduced to \(0.3s_1\) with \(s_1=s\) held fixed, the average is 16.5 meV, already close to the one-component limit \(18.9\times\sqrt{2/\pi}\approx15.1\) meV.

**Strained cell.** Apply 1 % biaxial tension in the \(xy\) plane. Zero stress along \(z\) requires \(C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy})=0\), so \(e_{zz}=-2(48/129)\times1\,\%=-0.744\,\%\). The offset is

\[
Q_0=|u_1|=\frac{2(1+0.744)}{\sqrt6}\,\%=1.424\,\% .
\]

In the isolated quartet the static upper level lies at \(gQ_0=45.3\) meV; coupling to the split-off pair, left out here, would raise it by about 12 meV. Let the cell fluctuate about this strain under constant applied stress, with the same \(s\). The leading term of Proposition 2 adds 3.9 meV, its next factor \(1+s^2/4Q_0^2\approx1.04\) raises this to 4.1 meV, and the grid average gives 4.2 meV. The thermal excess is thus far below the 23.7 meV of the unstrained cell, although the fluctuations are equally large: the cone now lies \(Q_0/s\approx2.4\) deviations away. This excess belongs to a cell whose three diagonal strains all fluctuate, with shear left out; thermal shear would roughly triple it, still well below the 37.0 meV found below for the unstrained cell with shear. If a substrate fixes the in-plane strain, \(e_{zz}\) is the only diagonal strain left to fluctuate. In the isolated quartet the upper level is then linear in \(e_{zz}\) as long as the splitting keeps its sign, and the average excess from diagonal strain nearly vanishes. Out-of-plane shear, which a substrate does not prevent and which is left out here, would add an excess of its own.

## A shift of the centre

The centre stays fixed because the quartet was taken as isolated. The split-off pair, with \(J=1/2\), lies \(\Delta=290\) meV below it.

**Proposition 3.** To second order in strain, coupling to the split-off pair raises the average centre of the quartet by \(2g^2s^2/\Delta\).

*Proof.* The six valence states are three \(p\) orbitals times spin, and strain acts on the orbitals. Within the quartet the operators \(L_i^2-L^2/3\) and \(J_i^2-J^2/3\) are proportional, because both transform under rotations as components of the same kind of second-rank tensor (Wigner–Eckart theorem). The factor is one third: in the state \(J_z=3/2\), where \(L_z=1\), the two values for \(i=z\) are \(1/3\) and \(1\). The orbital matrix is therefore \(-3b\sum_i(L_i^2-L^2/3)e_{ii}\). For the \(p_x\) orbital \(L_x^2=0\), \(L_y^2=L_z^2=1\) and \(L^2/3=2/3\), so its energy is

\[
b(2e_{xx}-e_{yy}-e_{zz})=3b\,e'_{xx},
\]

and similarly for \(p_y,p_z\). With two spins, and \(\sum e'^2_{ii}=|u|^2\), where \(|u|^2=u_1^2+u_2^2\),

\[
\operatorname{Tr}H^2=2\cdot9b^2|u|^2=18b^2|u|^2=12g^2|u|^2 .
\]

The block inside the quartet contributes \(4g^2|u|^2\). The block inside the pair vanishes, because a traceless quadratic form in \(J_i\) is zero for \(J=1/2\), where each \(J_i^2=1/4\). The remaining \(8g^2|u|^2\) counts each coupling between quartet and pair twice, so the sum of their squared magnitudes is \(4g^2|u|^2\). Second-order perturbation theory raises the sum of the quartet levels by \(4g^2|u|^2/\Delta\), and their mean by \(g^2|u|^2/\Delta\). Finally \(\langle|u|^2\rangle=2s^2\). ∎

The formula gives \(2\times18.9^2/290\approx2.5\) meV; diagonalizing all six states gives 2.4 meV. This is a true displacement of the centre. To this order it is linear in \(T\) for classical strain. When the four levels can be identified in each snapshot, averaging all of them retains this displacement and cancels the symmetric splitting.

## What the real crystal adds

The inputs have the usual size for germanium, and 64 atoms is a size suited to calculations, not to a device. One large omission is that other displacements split the same quartet. Shear strain adds three components with a level deviation of 16.3 meV each, and raises the average top from 23.7 to 37.0 meV. The zone-centre optical vibration, with a rough coupling of 30 eV of quartet level per nm of relative sublattice shift and its quantum amplitude at 300 K, has a level deviation of 26.7 meV per component. It acts through the same three matrices as shear, so the two deviations add in quadrature, and the average top rises to 57.0 meV. Including the split-off pair gives 67.4 meV, of which 11.8 meV is motion of the quartet's centre. The two-component result is what tetragonal strain gives alone. That result is about 35 % of the 67.4 meV found with all these effects together, although the separate contributions do not simply add.

Nor is 67.4 meV a prediction of the measured change of the gap. Thermal expansion, the remaining phonons and second-order strain coupling are absent, and the frozen picture itself is doubtful. For a rough time scale, take the slow shear wave that travels along a face diagonal, with a wavelength equal to the cell edge. Its long-wave sound speed gives a quantum of about 10.1 meV, below \(gs=18.9\) meV but not far below. The longest wave along that diagonal that fits the periodic cell is shorter by \(\sqrt2\), and the same estimate gives it about 14 meV. The optical quantum, 37 meV, exceeds that mode's level deviation, so freezing it is not justified by a separation of energies. Quantum motion at the shear-wave energy would change the strain variance at 300 K by only 1.3 % (2.5 % for the shorter wave); the doubtful step is the neglect of dynamics, more than the size of the displacements. The remaining values are in the numerical output below.

## Calculated quantities

```
GERMANIUM, ROUGH INPUTS
lattice constant: 0.566 nm
C11, C12, C44: 129, 48, 67 GPa
b, d: -2.6, -5.0 eV
split-off distance Delta: 290 meV
optical coupling: 30 eV/nm
optical phonon energy: 37 meV
atoms in cell: 64; temperature: 300 K
TWO-COMPONENT MODEL
cell volume: 1.451 nm^3
thermal energy kT: 25.85 meV
strain deviation s: 0.594 %
coupling g: 3.184 eV per unit strain
g*s (peak of level density): 18.91 meV
upper level, formula: 23.70 meV
upper level, diagonalization on grid: 23.70 meV
lower level, same grid: -23.70 meV
upper level, 40000 random snapshots: 23.70 meV
  its standard error: 0.06 meV
spread of upper level: 12.39 meV
standard error for 100 snapshots: 1.24 meV
upper level at 600 K: 33.51 meV
upper level, 512 atoms, 300 K: 8.38 meV
upper level if s2 = 0.3*s1, s1 = s: 16.54 meV
UNDER BIAXIAL TENSION OF 1 %
static tetragonal strain: 1.424 %
static upper level: 45.35 meV
thermal excess, grid: 4.18 meV
thermal excess, g*s^2/(2*offset): 3.94 meV
EFFECTS LEFT OUT OF THE TWO-COMPONENT MODEL
shear strain deviation: 0.326 %
|d| times shear deviation: 16.32 meV
optical displacement deviation: 0.890 pm
optical level deviation: 26.69 meV
upper level with shear: 37.0 meV
upper level with shear and optical: 57.0 meV
  its standard error: 0.1 meV
same with split-off band: 67.4 meV
quartet mean in that case: 11.8 meV
quartet mean, tetragonal strain only: 2.42 meV
  second-order formula: 2.47 meV
shear-wave speed: 2.76 km/s
phonon energy, wavelength = cell edge: 10.1 meV
quantum factor on strain variance: 1.013
```
